# Exponential Short-Time Dopant Tails from Finite-Lived Interstitial Excursions

## 1. The error to be avoided

A dopant that moves by rare, long excursions doesn't follow Fick's law until each atom has made many of them. If its early profile is computed from the long-time diffusivity, the tail is lost. In the model acceptor of Section 8, with fast charge exchange and the Fermi level at its intrinsic position, after 10 s, the density 100 Å from a sheet source is \(5.4\times10^{-5}\) Å\(^{-1}\) per unit dose. The Gaussian with the same variance gives about \(10^{-15}\) Å\(^{-1}\). Conversely, a diffusivity fitted to the tail depends on the depth and time of the fit.

The early tail needs two parameters: the rate \(g\) at which settled dopants start to move, and the length \(\lambda\) of an excursion.

## 2. Model and conventions

Let \(s(x,t)\) be the density of immobile substitutional dopants and \(m(x,t)\) that of mobile interstitial dopants, both per unit dose. A settled dopant leaves at rate \(g\). A mobile one diffuses with diffusivity \(D\) and settles at rate \(r\):
\[
\partial_t s=-gs+rm,\qquad \partial_t m=D\,\partial_x^2m+gs-rm .
\]
All dopants start settled in a sheet: \(s(x,0)=\delta(x)\), \(m(x,0)=0\). Define
\[
\lambda=\sqrt{D/r},\qquad \xi=|x|/\lambda,\qquad \theta=gt .
\]
Thus \(\theta\) is the mean number of departures when excursions take negligible time.

The rates are uniform. This requires a dilute marker in uniform background doping, so that the Fermi level is flat and no built-in field causes drift. The self-interstitial reservoir is fixed, and clustering and surfaces are left out. The algebra uses \(\hbar=e=m_e=k_B=1\), so temperature \(T\) is an energy. Numbers are in eV, Å and s.

## 3. Sum over histories

Take a dopant that is settled at time \(t\) after \(n\ge1\) completed excursions, with total mobile time \(\tau\). Its displacement is a sum of independent Gaussian displacements, whose variances add, so its distribution depends on \(\tau\) alone:
\[
G(x,\tau)=\frac{e^{-x^2/4D\tau}}{\sqrt{4\pi D\tau}} .
\]
The \(n\) departures and \(n\) settlings contribute \(g^nr^n\), and survival between events contributes \(e^{-g(t-\tau)-r\tau}\). The \(n\) mobile intervals must add to \(\tau\), which gives the volume \(\tau^{n-1}/(n-1)!\). The first \(n\) settled intervals may have any sum up to \(t-\tau\), the last one filling the remainder, which gives \((t-\tau)^n/n!\).

With \(z=gr\tau(t-\tau)\), the sum over \(n\) is
\[
\frac1\tau\sum_{n\ge1}\frac{z^n}{n!(n-1)!}
=\frac{\sqrt z}{\tau}I_1(2\sqrt z),
\]
because \(I_1(2\sqrt z)=\sum_{j\ge0}z^{j+1/2}/[j!(j+1)!]\). Since \(\sqrt z/\tau=\sqrt{gr(t-\tau)/\tau}\),
\[
s=e^{-gt}\delta(x)+\int_0^t e^{-g(t-\tau)-r\tau}
\sqrt{\frac{gr(t-\tau)}{\tau}}\,I_1(2\sqrt z)\,G\,d\tau .
\]

A dopant still mobile at \(t\) has \(n\ge0\) completed excursions and one in progress. It has \(n+1\) departures and \(n\) settlings. Its \(n+1\) settled intervals add to \(t-\tau\) and its \(n+1\) mobile intervals to \(\tau\), so the volumes are \((t-\tau)^n/n!\) and \(\tau^n/n!\). With \(I_0(2\sqrt z)=\sum_n z^n/(n!)^2\),
\[
m=g\int_0^t e^{-g(t-\tau)-r\tau}I_0(2\sqrt z)\,G\,d\tau .
\]
A direct grid solution of the rate equations at \(\theta=1\), \(rt=20\) agrees with both integrals within the 0.6% tolerance set for the grid error.

## 4. One excursion and the meaning of short time

### The exponential

Let \(J(p)=\int_0^\infty e^{-p\tau}G\,d\tau\). Multiplying \(\partial_\tau G=D\partial_x^2G\) by \(e^{-p\tau}\) and integrating by parts in time gives
\[
pJ-\delta(x)=D\,\partial_x^2J .
\]
Away from the source the decaying solution is \(J=Ae^{-|x|\sqrt{p/D}}\). Integrating across \(x=0\) gives \(2DA\sqrt{p/D}=1\), hence
\[
J(p)=\frac{e^{-|x|\sqrt{p/D}}}{2\sqrt{pD}} .
\]
The duration of an excursion has density \(re^{-r\tau}\), so the distribution of its end point is
\[
rJ(r)=\frac{e^{-\xi}}{2\lambda} .
\]
Each Gaussian falls faster than an exponential. The exponential arises because rare long-lived excursions supply the distant dopants. The mean duration of those that end at distance \(\xi\) is
\[
\langle\tau\rangle_\xi=-\left.\frac{d\ln J}{dp}\right|_{p=r}
=\frac1{2r}+\frac{|x|}{2\sqrt{rD}}=\frac{1+\xi}{2r}.
\]

To first order in \(g\), \(\sqrt{gr(t-\tau)/\tau}\,I_1(2\sqrt z)\to gr(t-\tau)\) and \(I_0\to1\). If \(t\) is long enough for the upper limits to be extended to infinity, then away from the source
\[
s=g\left[t-\frac{1+\xi}{2r}\right]\frac{e^{-\xi}}{2\lambda},\qquad
m=\frac gr\,\frac{e^{-\xi}}{2\lambda},
\]
\[
s+m=g\left[t+\frac{1-\xi}{2r}\right]\frac{e^{-\xi}}{2\lambda}.
\]
For \(rt\gg1\) and \(rt\gg\xi/2\) this becomes
\[
\boxed{\;s(x,t)\simeq\frac{gt}{2\lambda}\,e^{-|x|/\lambda}\;}\qquad(x\ne0).
\]
The amplitude grows linearly in time while the logarithmic slope stays fixed.

### The lower time limit

At finite \(t\), long excursions haven't had time to finish. Let \(F\) be the fraction of \(e^{-\xi}/(2\lambda)\) supplied by durations up to \(t\). With \(u=r\tau\),
\[
F=\int_0^{rt}\frac{e^{\xi-u-\xi^2/4u}}{\sqrt{\pi u}}\,du .
\]
Set \(a=\xi/(2\sqrt u)\), \(b=\sqrt u\), so \(2ab=\xi\). Differentiation gives
\[
\frac{d}{du}\operatorname{erfc}(a-b)=\frac{2}{\sqrt\pi}e^{\xi-u-\xi^2/4u}\left[\frac{\xi}{4u^{3/2}}+\frac1{2\sqrt u}\right],
\]
\[
\frac{d}{du}\left[e^{2\xi}\operatorname{erfc}(a+b)\right]=\frac{2}{\sqrt\pi}e^{\xi-u-\xi^2/4u}\left[\frac{\xi}{4u^{3/2}}-\frac1{2\sqrt u}\right].
\]
Half their difference is the integrand of \(F\). Both functions vanish as \(u\to0\) for \(\xi>0\), so
\[
F=\tfrac12\left[\operatorname{erfc}\!\left(\tfrac{\xi}{2\sqrt{rt}}-\sqrt{rt}\right)
-e^{2\xi}\operatorname{erfc}\!\left(\tfrac{\xi}{2\sqrt{rt}}+\sqrt{rt}\right)\right].
\]
The first argument changes sign at \(\xi=2rt\), which marks a front. For \(rt=5\) the filled fraction is 0.990 at \(\xi=2\), 0.438 at the front \(\xi=10\), and 0.021 at \(\xi=16\). To first order in \(g\), this is the ratio of the mobile density to its long-time form. The settled density is reduced further, because an excursion of duration \(\tau\) must start before \(t-\tau\) to be complete: at the same three depths it is 0.70, 0.085 and 0.0017 of \(gt\,e^{-\xi}/(2\lambda)\). Beyond the front the profile is cut off by the Gaussian factor at \(\tau=t\).

## 5. Repeated excursions and the upper time limit

### Fast-return limit

Now let \(rt\to\infty\) and \(g/r\to0\) at fixed \(\theta\) and \(\xi\). Relevant mobile times are of order \(1/r\), so \(t-\tau\to t\), and the mobile density, of order \(g/r\), drops out. With \(u=r\tau\) and \(D\tau=\lambda^2u\), the displaced density \(c\) is
\[
\lambda c=e^{-\theta}\int_0^\infty e^{-u}\sqrt{\frac\theta u}\,I_1(2\sqrt{\theta u})\,
\frac{e^{-\xi^2/4u}}{\sqrt{4\pi u}}\,du .
\]
For numerical work, put \(u=v^2\) and use the scaled function \(\hat I_1(y)=e^{-y}I_1(y)\), which avoids overflow:
\[
\lambda c=\int_0^\infty e^{-v^2-\xi^2/4v^2+2\sqrt\theta v-\theta}\,
\hat I_1(2\sqrt\theta v)\,\frac{\sqrt\theta}{v\sqrt\pi}\,dv .
\]
Use a relative error tolerance, since tail values are small.

The Fourier transform replaces the Gaussian by \(e^{-\kappa^2u}\), where \(\kappa=k\lambda\). Term \(n\) of the history sum becomes \(e^{-\theta}(\theta^n/n!)(1+\kappa^2)^{-n}\). Adding the unmoved term \(n=0\) gives
\[
\phi(\kappa)=e^{-\theta}\sum_{n\ge0}\frac1{n!}\left(\frac{\theta}{1+\kappa^2}\right)^n
=\exp\left[-\frac{\theta\kappa^2}{1+\kappa^2}\right].
\]
The displacement is therefore a Poisson number of independent steps, each with density \(e^{-\xi}/(2\lambda)\).

### Error of the single exponential

Let \(R\) be \(c\) divided by its one-excursion part, \(\theta e^{-\theta-\xi}/(2\lambda)\). Expanding \(I_1\),
\[
R=\left\langle\sum_{j\ge0}\frac{(\theta u)^j}{j!(j+1)!}\right\rangle_\xi ,
\]
where the average has weight \(e^{-u-\xi^2/4u}/\sqrt{4\pi u}\). From Section 4, \(\langle u\rangle_\xi=(1+\xi)/2\). All terms are positive, so keeping two gives a lower bound. Since \((j+1)!\ge2^j\), the sum is at most \(e^{\theta u/2}\). Its average follows from \(J\) with decay constant \(1-\theta/2\) in place of 1. For \(0<\theta<2\),
\[
1+\frac{\theta(1+\xi)}4\le R\le
\frac{\exp\{\xi[1-\sqrt{1-\theta/2}]\}}{\sqrt{1-\theta/2}} .
\]
The single exponential thus needs \(\theta(1+\xi)/4\ll1\), a condition on depth as well as time.

To first order \(\ln R=\theta(1+\xi)/4\). The local logarithmic slope is \(-(1-\theta/4)/\lambda\), and the apparent decay length is
\[
\lambda_{\rm app}\simeq\lambda(1+\theta/4).
\]
Repeated excursions make a fitted length too large.

### Far tail

In the fast-return limit, Fourier inversion for \(x>0\) can be closed around \(\kappa=i\), the singularity in the upper half-plane. Put \(\kappa=i(1-\epsilon)\). Then \(e^{i\kappa\xi}=e^{-\xi+\epsilon\xi}\) and
\[
\frac1{1+\kappa^2}=\frac1{\epsilon(2-\epsilon)}
=\frac1{2\epsilon}+\frac14+\frac\epsilon8+\cdots .
\]
On a circle of radius \(\sqrt{\theta/2\xi}\) the term \(\theta\epsilon/8\) has size \(\theta^{3/2}/(8\sqrt{2\xi})\), which is small when \(\xi\gg\theta^3/128\). The factor \(d\kappa=-i\,d\epsilon\) turns the contour integral into a residue with coefficient \((-i)(2\pi i)/(2\pi)=1\). The coefficient of \(\epsilon^{-1}\) in \(e^{\epsilon\xi+\theta/2\epsilon}\) is
\[
\sum_{j\ge0}\frac{\xi^j}{j!}\frac{(\theta/2)^{j+1}}{(j+1)!}
=\sqrt{\frac{\theta}{2\xi}}\,I_1(\sqrt{2\theta\xi}),
\]
so that
\[
\lambda c\simeq e^{-3\theta/4-\xi}\sqrt{\frac{\theta}{2\xi}}\,I_1(\sqrt{2\theta\xi}).
\]
At \(\theta=1\), \(\xi=400\), this differs from the integral by 0.43%, relative to the formula; at \(\theta=10\) and the same depth it differs by 16%. For \(\theta\xi\gg1\) the leading exponent is \(-\xi+\sqrt{2\theta\xi}\): the local slope approaches \(-1/\lambda\), but the profile departs from any fixed multiple of \(e^{-\xi}\). At finite \(rt\) there is a further condition. Distant dopants have \(r\tau\simeq\xi/2\), so replacing \(t-\tau\) by \(t\) in \(2\sqrt z\) overstates the exponent by about \(\sqrt\theta\,\xi^{3/2}/(2\sqrt2\,rt)\), which must be small. Lying well inside the front isn't enough: at \(rt=10^4\), \(\theta=1\) and \(\xi=1000\), a twentieth of the front depth, the formula is about three times too large.

### Long time

Expanding \(\ln\phi=-\theta\kappa^2+\theta\kappa^4-\cdots\) and comparing with \(-C_2\kappa^2/2+C_4\kappa^4/24\) gives the cumulants \(C_2=2\theta\) and \(C_4=24\theta\) of \(x/\lambda\). Hence
\[
\langle x^2\rangle=2g\lambda^2t,\qquad D_{\rm eff}=g\lambda^2,\qquad
\frac{C_4}{C_2^2}=\frac6\theta .
\]
The excess kurtosis \(6/\theta\) measures the departure from Fickian shape. It is 12 at \(\theta=0.5\) and small for \(\theta\gg1\), when the centre becomes Gaussian. The variance alone can't reveal the early tail, because it grows linearly from the start in this limit.

## 6. Real source and discrete hops

Let the initial layer be a Gaussian of width \(\sigma\). At a depth \(x\) beyond nearly all of the contributing layer, the one-excursion tail acquires the factor
\[
\int\frac{e^{-y^2/2\sigma^2+y/\lambda}}{\sqrt{2\pi}\,\sigma}\,dy=e^{\sigma^2/2\lambda^2}.
\]
Completing the square shows that the integrand is centred at \(y=\sigma^2/\lambda\) with width \(\sigma\), so \(x\) must exceed \(\sigma^2/\lambda\) by several \(\sigma\). The layer changes the amplitude of this tail, not its slope. The total profile also contains the unmoved dopants, \(e^{-\theta}\) times the initial Gaussian, which must have fallen well below the tail; the smaller \(\theta\), the deeper this happens. For \(\sigma=10\) Å, \(\lambda=31.2\) Å and \(\theta=0.082\), they amount to 32% of the tail at \(x=\sigma^2/\lambda+3\sigma\) and 1% at \(\sigma^2/\lambda+4\sigma\).

For hops of length \(a\) on a simple cubic lattice, let \(w=D/a^2\) be the rate in each direction along \(x\). The time-integrated mobile occupation \(P_i\) of one excursion obeys, away from its start,
\[
(r+2w)P_i=w(P_{i+1}+P_{i-1}).
\]
With \(P_i\propto e^{-|i|a/\ell}\), this gives \(r+2w=2w\cosh(a/\ell)\), or
\[
\ell=\frac{a}{\operatorname{arcosh}[1+a^2/(2\lambda^2)]}.
\]
For \(a=2\) Å and \(\lambda=31.2\) Å, \(\ell\) exceeds \(\lambda\) by 0.017%, so the continuum form is adequate.

## 7. Fermi-level dependence

Consider an acceptor \(X_s^-\) whose mobile form has charge \(q=+1,0,-1\):
\[
X_s^-+I^0+(q+1)h^+\rightleftharpoons X_i^q .
\]
Both sides have charge \(q\). For nondegenerate carriers let \(\pi=p/n_i=e^{-(\mu-\mu_i)/T}\), where \(\mu\) is the Fermi level and \(\mu_i\) its intrinsic position. In this section \(\pi\) denotes that ratio. Mass action gives the equilibrium ratio of mobile to settled dopants,
\[
\frac{M_q}{S}=K_q\pi^{q+1},\qquad K_q=e^{-F_q/T},
\]
where the formation free energy \(F_q\) is taken at \(\mu=\mu_i\) and includes the self-interstitial reservoir. Detailed balance, \(Sg_q=M_qr_q\), then fixes the departure rates:
\[
g=\sum_qK_qr_q\pi^{q+1}.
\]

If charge exchange is fast against both settling and diffusion over \(\lambda\), the mobile dopant has charge fractions \(f_q=K_q\pi^{q+1}/N\), with \(N=\sum_qK_q\pi^{q+1}\). Its parameters are \(D=\sum_qf_qD_q\) and \(r=\sum_qf_qr_q=g/N\). Therefore
\[
D_{\rm eff}=g\frac Dr=ND=\sum_qK_qD_q\pi^{q+1},\qquad
\lambda^2=\frac{\sum_qK_qD_q\pi^{q+1}}{\sum_qK_qr_q\pi^{q+1}} .
\]
If all \(D_q/r_q\) are equal, the Fermi level changes \(g\) but not \(\lambda\). A change in self-interstitial activity multiplies every \(K_q\) by one factor, so at fixed \(D_q\) and \(r_q\) it too changes \(g\) and leaves \(\lambda\) alone.

Without charge exchange, each charge state makes its own excursions, with \(\lambda_q^2=D_q/r_q\). The early tail is
\[
s\simeq t\sum_q\frac{g_q}{2\lambda_q}e^{-|x|/\lambda_q}.
\]
It is a single exponential only if the contributing lengths agree. The long-time diffusivity is unchanged, since \(\sum_qg_q\lambda_q^2=\sum_qK_qD_q\pi^{q+1}\). Agreement at long time therefore doesn't validate the early tail.

The difference appears at finite wave number. For \(g\ll r_q\), the mobile amplitudes follow the settled one, \(m_q=g_qs/(r_q+D_qk^2)\), and the settled amplitude decays at
\[
\Gamma(k)=g-\sum_q\frac{r_qg_q}{r_q+D_qk^2}
=\sum_q\frac{g_q\lambda_q^2k^2}{1+\lambda_q^2k^2}.
\]
With fast exchange it is \(g\lambda^2k^2/(1+\lambda^2k^2)\), or \(g/2\) at \(k=1/\lambda\). Eigenvalues of the four-state rate matrix confirm both limits.

## 8. Worked example

The model acceptor has \(T=0.08\) eV (928 K), isotropic hops of length \(a=2\) Å, and attempt rate \(\nu=10^{13}\) s\(^{-1}\). For \(q=+1,0,-1\), the migration barriers are 0.6, 0.4, 0.6 eV, the settling barriers 1.1, 1.0, 1.0 eV, and the formation free energies 1.85, 1.80, 1.95 eV. These are round model parameters. Unless stated otherwise, the values below assume fast charge exchange. With \(D_q=(a^2\nu/6)e^{-E_{{\rm m},q}/T}\) and \(r_q=\nu e^{-E_{{\rm s},q}/T}\),
\[
\lambda_q=\frac a{\sqrt6}\,e^{(E_{{\rm s},q}-E_{{\rm m},q})/2T},
\]
which gives 18.6, 34.7 and 9.95 Å.

At \(\mu=\mu_i\), \(p/n_i=1\). The sums \(F_q+E_{{\rm s},q}\) are 2.95, 2.80 and 2.95 eV, so
\[
g=10^{13}\left(2e^{-36.875}+e^{-35}\right)=8.24\times10^{-3}\ {\rm s}^{-1}.
\]
The length is \(\lambda=31.2\) Å (59.0 bohr), and \(D_{\rm eff}=g\lambda^2=8.03\) Å\(^2\) s\(^{-1}\).

| \(\mu-\mu_i\) (eV) | \(g\) (s\(^{-1}\)) | \(\lambda\) (Å) | \(\theta\) at 10 s |
|---:|---:|---:|---:|
| −0.16 | 0.100 | 27.2 | 1.00 |
| 0 | 0.00824 | 31.2 | 0.082 |
| +0.16 | 0.00184 | 24.8 | 0.018 |

The length is greatest in the middle because \(\lambda^2=\sum_q(g_q/g)\lambda_q^2\), and the neutral state has the largest \(\lambda_q\). Its share of departures is \(e^{-35}/(2e^{-36.875}+e^{-35})=0.77\) at \(\mu_i\), but 0.46 at either shifted level.

The same anneal is short in two cases and not in the third. At \(\mu-\mu_i=-0.16\) eV, the apparent length at \(\xi=4\) is 33.8 Å, 24% above \(\lambda\); reducing \(\theta\) to 0.1 requires a 1.0 s anneal. Suppressing charge exchange lowers the decay rate at \(k=1/\lambda\) by 9%, 7% and 23% in the three cases, from top to bottom of the table.

At \(\mu_i\) the mean excursion lasts \(3.5\times10^{-8}\) s, so the lower time limit is met by a wide margin. After 10 s, 92% of the dopants haven't moved. At 100 Å, \(\xi=3.203\), and the one-excursion density is
\[
\frac{0.0824\,e^{-0.0824-3.203}}{2(31.22\ \text{Å})}\simeq4.9\times10^{-5}\ \text{Å}^{-1}.
\]
The full density is 9% larger, close to the first correction \(\theta(1+\xi)/4=0.087\). That correction reaches 10% at 120 Å. At 300 Å the full density is 24% above the one-excursion value. Without charge exchange the longest \(\lambda_q\) controls the deep tail: the density is 3% lower at 100 Å but 1.7 times larger at 300 Å, and at \(\mu-\mu_i=+0.16\) eV it is ten times larger at 300 Å.

To extract parameters when a single length governs the excursions, fit \(\ln s\) at several short times, at depths where the unmoved dopants of the initial layer are negligible (Section 6). In a measured profile, the broadening due to the depth-profiling method, seen in the unannealed sample, must be removed first, since it can have a tail of its own. For \(\theta(1+\xi)/4\ll1\) and \(\sigma\ll\lambda\), the slope is close to \(-(1-\theta/4)/\lambda\), and the exponential of the intercept, per unit dose, is close to \(\theta e^{-\theta}(1+\theta/4)e^{\sigma^2/2\lambda^2}/(2\lambda)\). Together they give \(\lambda\) and \(\theta\). For \(\sigma=10\) Å at \(\mu_i\), the layer factor is 1.053. A slope that drifts with time signals repeated excursions or a failed assumption; the full integral of Section 5 accounts for the former. Further values are in the numerical output.

## Computed values

```
Grid test, lam = r = 1, g = 0.05, t = 20 (dimensionless)
 xi=2: settled grid 0.04717, history sum 0.04719
 xi=5: settled grid 0.00360, history sum 0.00359
Filled fraction of the exponential at r*t = 5
 xi=2: 0.9903
 xi=10: 0.4384
 xi=16: 0.0210
Far-tail relative error, theta=1, xi=400: 4.26e-03
Excess kurtosis at theta=0.5: 12.0000
Model: kT=0.08 eV (928 K), hop=2.0 A, attempt=1e+13 1/s
 q=+1: E_move=0.60, E_settle=1.10, E_form=1.85 eV, own lam=18.58 A
 q=+0: E_move=0.40, E_settle=1.00, E_form=1.80 eV, own lam=34.72 A
 q=-1: E_move=0.60, E_settle=1.00, E_form=1.95 eV, own lam=9.95 A
Anneal time: 10.0 s
mu-mu_i=-0.16 eV: p/n_i=7.3891, g=1.0035e-01 1/s
 lam=27.24 A, D_eff=74.4834 A^2/s, r=1.613e+07 1/s
 theta=1.0035, time for theta=0.1: 1.00 s
 apparent length at xi=4: 33.76 A; frozen/fast rate at k=1/lam: 0.9110
mu-mu_i=+0.00 eV: p/n_i=1.0000, g=8.2390e-03 1/s
 lam=31.22 A, D_eff=8.0295 A^2/s, r=2.884e+07 1/s
 theta=0.0824, time for theta=0.1: 12.14 s
 apparent length at xi=4: 31.86 A; frozen/fast rate at k=1/lam: 0.9293
mu-mu_i=+0.16 eV: p/n_i=0.1353, g=1.8379e-03 1/s
 lam=24.80 A, D_eff=1.1303 A^2/s, r=3.639e+07 1/s
 theta=0.0184, time for theta=0.1: 54.41 s
 apparent length at xi=4: 24.91 A; frozen/fast rate at k=1/lam: 0.7676
Intrinsic case: lam=31.22 A = 58.99 bohr
 mean excursion time 3.468e-08 s
 unmoved fraction 0.9209
 depth where first correction is 10%: 120.3 A
Density per unit dose (1/A): full, one excursion, Fickian Gaussian
 x=50 A: 2.5844e-04, 2.4495e-04, 1.3110e-05, full/one=1.0551
 x=100 A: 5.3812e-05, 4.9374e-05, 9.4681e-16, full/one=1.0899
 x=200 A: 2.3307e-06, 2.0061e-06, 2.5758e-56, full/one=1.1618
 x=300 A: 1.0081e-07, 8.1506e-08, 6.3385e-124, full/one=1.2369
Spike width 10 A: tail factor 1.0526
Lattice/continuum decay length: 1.000171
```
